\section*{Threshold Laws for Internal Photoemission and Ballistic Electron Emission Microscopy}

\section{Two currents that start at the same barrier}

A thin metal film lies on a semiconductor, and light with photon energy below the semiconductor gap falls on the film. No electron can be lifted across the gap, yet a current flows into the semiconductor once the photon energy $h\nu$ exceeds a certain value. The carriers are metal electrons that have absorbed a photon and crossed the barrier at the contact. In ballistic electron emission microscopy (BEEM) the light is replaced by a tip that injects electrons through a vacuum gap, and a similar current starts when the tip bias energy $eV$ is large enough. To read the barrier height from either current one must know how it grows above threshold.

Energies are measured from the bottom of the metal band. The Fermi energy is $E_F$, and the conduction edge of the semiconductor lies $\phi>0$ above the Fermi level, at
\begin{equation}
B=E_F+\phi .
\end{equation}
The interface is flat, and electrons that cross it are carried away. Electrons do not scatter on their way to it, and those turned back get no second attempt.

For the light, I assume that photoexcited electrons move in all directions with equal probability and are spread uniformly in energy from $E_F$ to $E_F+h\nu$. This is the zero-temperature distribution when the densities of states and the matrix element are constant over the range involved, with $h\nu<E_F$. The yield $Y$ is the number of electrons that cross, divided by the number excited. The excess energy is $u=h\nu-\phi>0$.

\section{Simplest case: equal masses, classical escape}

Let the electron have the same mass $m$ on both sides. A flat interface changes only the normal motion, so an electron of energy $E$ at angle $\theta$ to the normal crosses if its normal kinetic energy exceeds the step:
\begin{equation}
E\cos^2\theta>B,\qquad \cos\theta_c=\sqrt{B/E}.
\end{equation}
The allowed directions form a cone of half-angle $\theta_c$. Its share of the full solid angle is
\begin{equation}
P(E)=\frac{1}{4\pi}\int_0^{\theta_c}2\pi\sin\theta\,d\theta
=\frac{1-\cos\theta_c}{2}
=\frac12\left(1-\sqrt{\frac BE}\right).
\label{eq:P}
\end{equation}
As a check, letting $B\to0$ gives $P=1/2$: without a step, the half of the electrons that move toward the interface cross it.

The energies are uniform over a width $h\nu$, and those above $B$ contribute. With the top energy $E_1=E_F+h\nu=B+u$,
\begin{align}
Y&=\frac1{h\nu}\int_B^{E_1}P(E)\,dE
=\frac{1}{2h\nu}\Big[E-2\sqrt{BE}\Big]_B^{E_1}\nonumber\\
&=\frac{E_1-2\sqrt{BE_1}+B}{2h\nu}
=\frac{\left(\sqrt{E_1}-\sqrt B\right)^2}{2h\nu}.
\label{eq:closed}
\end{align}
The lower limit contributed $-(B-2B)=+B$, which completes the square. Since $\sqrt{E_1}-\sqrt B=u/(\sqrt{E_1}+\sqrt B)$,
\begin{equation}
Y=\frac{u^2}{2h\nu\left(\sqrt{B+u}+\sqrt B\right)^2}
\simeq\frac{(h\nu-\phi)^2}{8B\,h\nu}\left(1-\frac{u}{2B}\right).
\label{eq:fowler}
\end{equation}
The leading term is Fowler's quadratic law. One power of $u$ comes from the range of energies that can cross, the other from the opening of the cone, whose solid angle grows linearly with energy above $B$.

Take round parameters $E_F=5.5$ eV, $\phi=0.8$ eV and $h\nu=1.0$ eV, so that $B=6.3$ eV and $u=0.2$ eV. The square law gives
\begin{equation}
Y\simeq\frac{0.2^2}{8\times6.3\times1.0}=7.94\times10^{-4},
\end{equation}
and the closed form gives $7.81\times10^{-4}$. The difference of 1.6\% agrees with $u/2B=0.016$.

Equation \eqref{eq:closed} also shows how to plot data:
\begin{equation}
\sqrt{h\nu\,Y}=\frac{\sqrt{E_F+h\nu}-\sqrt B}{\sqrt2}
\end{equation}
is nearly a straight line in $h\nu$ that meets zero at $h\nu=\phi$. It bends slightly downward, because a square root is concave.

\section{A lighter electron in the semiconductor}

Now let the semiconductor have a single conduction minimum at $k_\parallel=0$ with an isotropic mass $m_s=\mu m$, $\mu\le1$. Silicon, whose minima are anisotropic and lie away from the zone centre, is not described by this model as it stands. The parallel wavevector $k_\parallel$ is conserved, but the kinetic energy that belongs to it is not. Call the transverse energy in the metal $E_t=\hbar^2k_\parallel^2/2m$. In the semiconductor the same wavevector costs $\hbar^2k_\parallel^2/2m_s=E_t/\mu$, so the energy left for normal motion is
\begin{equation}
w=E-B-\frac{E_t}{\mu}.
\label{eq:w}
\end{equation}
Escape needs $w>0$. With $E_t=E\sin^2\theta$ this reads
\begin{equation}
\sin^2\theta<\sin^2\theta_c=\frac{\mu(E-B)}{E}.
\label{eq:cone}
\end{equation}
For $\mu=1$ this gives $\cos^2\theta_c=B/E$, as before. A smaller mass narrows the cone.

Near threshold the cone is narrow and $1-\cos\theta_c\simeq\frac12\sin^2\theta_c$. Hence $P\simeq\mu(E-B)/4B$, and
\begin{equation}
Y\simeq\frac{1}{h\nu}\int_0^u\frac{\mu\varepsilon}{4B}\,d\varepsilon
=\frac{\mu\,(h\nu-\phi)^2}{8B\,h\nu},\qquad \varepsilon=E-B.
\label{eq:mufowler}
\end{equation}

For $\mu=0.4$ the widest cone, at $E=6.5$ eV, has $\sin^2\theta_c=0.4\times0.2/6.5=0.0123$, or $\theta_c=6.4^\circ$; equal masses give $10.1^\circ$. The square law yields $0.4\times7.94\times10^{-4}=3.17\times10^{-4}$. The full cone integral gives $3.12\times10^{-4}$, and a direct count of directions on a fine grid, with wavevectors used to decide which ones are open, agrees with it to the digits quoted.

It helps to rewrite the solid angle in terms of $E_t$. At fixed $E$, $dE_t=2E\sin\theta\cos\theta\,d\theta$, so
\begin{equation}
\tfrac12\sin\theta\,d\theta=\frac{dE_t}{4E\cos\theta}
=\frac{dE_t}{4\sqrt{E(E-E_t)}}\simeq\frac{dE_t}{4B}.
\label{eq:measure}
\end{equation}
The yield near threshold is therefore $1/(4Bh\nu)$ times the area of the region $0<\varepsilon<u$, $0<E_t<\mu\varepsilon$. This is a triangle with sides $u$ and $\mu u$ and area $\mu u^2/2$, in agreement with \eqref{eq:mufowler}.

\section{Finite temperature}

At temperature $T$ the sharp upper energy is smeared. An electron found at $E$ came from $E-h\nu$, and its initial energy relative to the Fermi level is $E-h\nu-E_F=\varepsilon-u$. The area $\mu u^2/2$ becomes $\mu G(u)$, with
\begin{equation}
G(u)=\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{(\varepsilon-u)/kT}} .
\end{equation}
Final states above $B$ are taken as empty, which neglects terms of order $e^{-\phi/kT}$. For $u<0$ the Fermi factor can be expanded in powers of $e^{-(\varepsilon-u)/kT}$, and $\int_0^\infty\varepsilon e^{-n\varepsilon/kT}d\varepsilon=(kT)^2/n^2$. Thus
\begin{equation}
G(u)=(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}e^{nu/kT}
=-(kT)^2\,\mathrm{Li}_2\!\left(-e^{u/kT}\right),
\label{eq:G}
\end{equation}
where $\mathrm{Li}_2$ is the dilogarithm. Both sides are analytic for real $u$, so the result continues to $u>0$.

At $u=0$ the sum is $\pi^2/12$. To find the behaviour far above threshold, differentiate twice: $G'(u)$ is the integral of the Fermi factor alone, and $G''(u)=1/(1+e^{-u/kT})$. Then $G''(u)+G''(-u)=1$. The sum $G(u)+G(-u)$ is even in $u$, with second derivative one and value $\pi^2(kT)^2/6$ at $u=0$, so
\begin{equation}
G(u)+G(-u)=\frac{u^2}{2}+\frac{\pi^2(kT)^2}{6}.
\end{equation}
For $u\gg kT$ the term $G(-u)$ is exponentially small, and the quadratic law returns with a constant added.

The number of excited electrons stays close to $h\nu$ in these units. With $f$ the Fermi function, $f(E-h\nu)[1-f(E)]=[f(E-h\nu)-f(E)]/(1-e^{-h\nu/kT})$, whose integral over energy is $h\nu/(1-e^{-h\nu/kT})$.

At 300 K, $kT=0.0259$ eV. For $h\nu=\phi=0.8$ eV and $\mu=0.4$ the narrow-cone approximation, which lies about 1\% above the full cone integral ($1.08\times10^{-5}$), gives
\begin{equation}
Y=\frac{\mu}{4B\phi}\,\frac{\pi^2(kT)^2}{12}=1.09\times10^{-5}.
\end{equation}
The threshold is thus a rounded foot, and a nearly straight Fowler plot should be sought several $kT$ above it. Even there the constant added to $u^2/2$ matters: the tangent to $\sqrt{G}$ at $u$ meets zero at about $\pi^2(kT)^2/3u$ below the true barrier, which is 17 meV for $u=5kT$ at 300 K. The rest of these notes returns to $T=0$.

\section{A tip in place of the light}

In BEEM the tip Fermi level stands at $E_F+eV$. The excess is now $u=eV-\phi$, and the highest injected energy is again $B+u$. Let tunnelling be planar, so that $E_t$ is conserved, with mass $m$ in tip, gap and film. The current carried by a group of states is their density times their normal velocity. The two parallel wavevector components supply a factor proportional to $dE_t$, and $v_x\,dk_x$ is proportional to $dE_x$, where $E_x=E-E_t$ is the normal energy. At fixed $E_t$, $dE_x=dE$. The collected current is then proportional to
\begin{equation}
N_c=\int_0^u d\varepsilon\int_0^{\mu\varepsilon}dE_t\;D(B+\varepsilon-E_t),
\label{eq:Nc}
\end{equation}
with $D(E_x)$ the tunnelling probability. The escape condition is again \eqref{eq:w}, so the region is the same triangle as for photoemission. Near threshold $D$ hardly varies over it, and $N_c\simeq D\mu u^2/2$. This is the Bell--Kaiser quadratic threshold.

The measured quantity is the collected current divided by the tunnel current, which is proportional to
\begin{equation}
N_t=\int_{E_F}^{E_F+eV}dE\int_0^E dE_t\;D(E-E_t).
\end{equation}
To evaluate both, take a gap of width $s$ with a rectangular barrier of fixed height $U_g$ above the tip Fermi level, and keep only the exponential factor of the tunnelling probability:
\begin{equation}
D=e^{-2\kappa(E_x)s},\qquad
\hbar\kappa(E_x)=\sqrt{2m(U_g+E_F+eV-E_x)} .
\end{equation}
Since $d\kappa/dE_x=-m/(\hbar^2\kappa)$, the slope of $\ln D$ is $2ms/(\hbar^2\kappa)$. Linearizing $\ln D$ at the tip Fermi level, and setting $D=1$ there because a common factor cancels in the ratio, gives
\begin{equation}
D=\exp\left[-\frac{E_F+eV-E_x}{\varepsilon_0}\right],\qquad
\varepsilon_0=\frac{\hbar^2\kappa}{2ms},
\end{equation}
with $\kappa$ taken at the tip Fermi level. In \eqref{eq:Nc} the exponent is $-(u-\varepsilon+E_t)/\varepsilon_0$. With $x=u/\varepsilon_0$,
\begin{align}
N_c&=\varepsilon_0\int_0^u e^{-(u-\varepsilon)/\varepsilon_0}
\left(1-e^{-\mu\varepsilon/\varepsilon_0}\right)d\varepsilon\nonumber\\
&=\varepsilon_0^2\left[1-e^{-x}-\frac{e^{-\mu x}-e^{-x}}{1-\mu}\right].
\label{eq:Ncclosed}
\end{align}
The last term comes from $e^{-x}\int_0^u e^{(1-\mu)\varepsilon/\varepsilon_0}d\varepsilon$. In the tunnel current the inner integral is $\varepsilon_0$ times an exponential of $E$, because $E\ge E_F\gg\varepsilon_0$ makes its upper limit irrelevant. Therefore
\begin{equation}
N_t=\varepsilon_0\int_{E_F}^{E_F+eV}e^{-(E_F+eV-E)/\varepsilon_0}dE
=\varepsilon_0^2\left(1-e^{-eV/\varepsilon_0}\right).
\end{equation}

Two limits check \eqref{eq:Ncclosed}. For $\mu\to1$ the fraction tends to $xe^{-x}$, and $N_c=\varepsilon_0^2[1-(1+x)e^{-x}]$. For small $x$,
\begin{align}
1-e^{-x}&=x-\frac{x^2}2+\frac{x^3}6-\dots,\nonumber\\
\frac{e^{-\mu x}-e^{-x}}{1-\mu}&=x-\frac{(1+\mu)x^2}{2}+\frac{(1+\mu+\mu^2)x^3}{6}-\dots,\nonumber
\end{align}
and subtraction gives
\begin{equation}
N_c=\frac{\mu u^2}{2}\left[1-\frac{(1+\mu)}{3}\,\frac{u}{\varepsilon_0}+\dots\right].
\end{equation}
The square law is recovered, but its range is set by $\varepsilon_0$, not by the much larger $B$ that controls the photoyield.

With $s=1$ nm and $U_g=4$ eV, $\kappa=10.25$ nm$^{-1}$ and $\varepsilon_0=0.390$ eV. For $eV=1.0$ eV and $\mu=0.4$ the square law gives
\begin{equation}
\frac{N_c}{N_t}\simeq\frac{0.4\times0.2^2/2}{0.390^2\,(1-e^{-1.0/0.390})}=0.057 .
\end{equation}
The closed form gives 0.045, which is 21\% lower; the first correction, with $x=0.51$, predicts 24\%. Quadrature with the full square root in the exponent gives 0.041. The square root lies below its tangent, so linearization underestimates $D$ for the deeper states in both $N_c$ and $N_t$. The fall of the ratio shows that $N_t$ gains more.

If a fraction of the injected electrons, independent of energy and angle, crosses the film without scattering, it multiplies the ratio and leaves the power unchanged.

\section{Quantum transmission at an abrupt step}

So far each electron with $w>0$ has crossed with certainty. A wave is partly reflected even when it has enough energy. Let the normal wave be $e^{ik_1x}+re^{-ik_1x}$ in the metal and $te^{ik_2x}$ in the semiconductor. Continuity of $\psi$ and of $\psi'/\text{mass}$, which conserves the current, gives
\begin{equation}
1+r=t,\qquad v_1(1-r)=v_2t,
\end{equation}
where $v_1=\hbar k_1/m$ and $v_2=\hbar k_2/m_s$ are the normal velocities. Eliminating $r$ gives $t=2v_1/(v_1+v_2)$, and the transmitted share of the current is
\begin{equation}
T=\frac{v_2}{v_1}|t|^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\end{equation}
(From here on $T$ denotes transmission.) Near threshold $v_1\simeq\sqrt{2B/m}$, while $v_2=\sqrt{2w/\mu m}$, so
\begin{equation}
T\simeq4\,\frac{v_2}{v_1}=4\sqrt{\frac{w}{\mu B}} .
\label{eq:Tsmall}
\end{equation}

The triangle must now be weighted with $T(w)$. At fixed $\varepsilon$, $E_t=\mu(\varepsilon-w)$, so $dE_t$ becomes $\mu\,dw$ with $0<w<\varepsilon$. Exchanging the order of integration, each $w$ occurs for $\varepsilon$ between $w$ and $u$:
\begin{equation}
J(u)=\mu\int_0^u d\varepsilon\int_0^\varepsilon T(w)\,dw
=\mu\int_0^u T(w)(u-w)\,dw .
\label{eq:J}
\end{equation}
The classical limit $T=1$ gives $\mu u^2/2$ again. With \eqref{eq:Tsmall},
\begin{equation}
J=\frac{4\mu}{\sqrt{\mu B}}\left(\frac23-\frac25\right)u^{5/2}
=\frac{16}{15}\sqrt{\frac{\mu}{B}}\;u^{5/2}.
\end{equation}
Multiplying by $1/(4Bh\nu)$ gives the photoyield, and dividing by $N_t$ gives the BEEM fraction:
\begin{equation}
Y\simeq\frac{4}{15}\,\frac{\sqrt\mu\,(h\nu-\phi)^{5/2}}{B^{3/2}\,h\nu},\qquad
\frac{N_c}{N_t}\simeq\frac{16}{15}\sqrt{\frac{\mu}{B}}\,
\frac{(eV-\phi)^{5/2}}{\varepsilon_0^2(1-e^{-eV/\varepsilon_0})}.
\label{eq:fivehalf}
\end{equation}
The extra half power is the velocity of the slow outgoing electron.

The next term tells how far this law reaches. With $q=v_2/v_1$, $T=4q(1-2q+\dots)$. The correction $-8q^2=-8w/\mu B$ contributes $-8u^3/(6B)$ to $J$, since $\int_0^u w(u-w)dw=u^3/6$. Relative to the leading term,
\begin{equation}
J=\frac{16}{15}\sqrt{\frac{\mu}{B}}\,u^{5/2}
\left[1-\frac54\sqrt{\frac{u}{\mu B}}+\dots\right],\qquad
\frac{d\ln J}{d\ln u}\simeq\frac52-\frac58\sqrt{\frac{u}{\mu B}} .
\end{equation}
The correction falls as a square root, so it dies out slowly. It reaches 10\% at $u=(0.08)^2\mu B=0.016$ eV for $\mu B=2.52$ eV, which is already below $kT$ at 300 K.

The local exponents computed from \eqref{eq:J} with the full $T$ at normal incidence are 2.49 at $u=0.001$ eV, 2.46 at 0.01 eV and 2.35 at 0.2 eV. The two-term estimate gives 2.49, 2.46 and 2.32. At $u=0.2$ eV the photoyield with full transmission is $1.35\times10^{-4}$, against $1.91\times10^{-4}$ from the leading 5/2 law and $3.12\times10^{-4}$ classically. The BEEM fraction with the full tunnelling exponent drops from 0.041 to 0.018.

\section{When the step is not abrupt}

Let the band edge rise smoothly as $B/(1+e^{-x/L})$, with the mass changing in the same way. At the very edge of threshold the square root survives. As $w\to0$ the wave in the semiconductor becomes a constant, and its continuation into the metal is a real standing wave with a finite incident part. The amplitude ratio $t$ thus tends to a finite limit, and $T=(v_2/v_1)|t|^2\propto\sqrt w$. Integration of the wave equation for $L=0.1$ nm passed a test of this: $T$ doubles, within 2\%, when $w$ rises from $10^{-6}$ to $4\times10^{-6}$ eV. The argument needs an edge that flattens quickly, as this one does. A slow Coulomb tail is not covered, and neither is the depletion field $F$ of a real Schottky contact, in which the edge keeps falling beyond the barrier. The outgoing wave is then an Airy function, $T$ stays finite at $w=0$, electrons slightly below the top tunnel through, and the square root appears only for $w$ above about $(\hbar^2e^2F^2/2m_s)^{1/3}$. For the abrupt step with $\mu=0.4$ this scale is about 5 meV at $1.3\times10^4$ V/cm and 25 meV at $1.3\times10^5$ V/cm, and $T(0)$ is 0.11 and 0.22. These energies are comparable to the 16 meV within which the 5/2 law holds to 10\%.

Farther up, the graded step reflects less. For normal incidence at $w=0.1$ eV, $T=0.79$ against 0.55 for the abrupt step, and the local exponent at $u=0.2$ eV is 2.25 instead of 2.35. Equation \eqref{eq:J} shows where this leads. If $T$ is close to one for all $w$ above some $w_0$, the loss relative to $\mu u^2/2$ is at most about
\begin{equation}
\frac{\mu\,u\,w_0}{\mu u^2/2}=\frac{2w_0}{u},
\end{equation}
so the quadratic law holds for $u\gg w_0$, as long as $u$ also stays small against $B$ and, in BEEM, against $\varepsilon_0$. In this flat-band, zero-temperature model, a step whose $w_0$ is small enough to leave such a range shows the power 5/2 close to threshold and the power 2 farther up; in a real contact the depletion field and thermal smearing round off the 5/2 range. For $L=0.1$ nm the exponent 2.25 at $u=0.2$ eV still lies between the two.

The choice of power affects the barrier that is read off. For $\mu=0.4$, a straight line through $\sqrt{h\nu Y}$ at $h\nu=0.9$ and 1.2 eV meets zero at 0.798 eV with classical transmission and at 0.825 eV with the abrupt step; the true value is 0.800 eV. The first error, $-2$ meV, has the sign expected of a curve that bends downward. The second, $+25$ meV, comes from the upward bend of a power above two: a pure $u^{5/4}$ curve through $u=0.1$ and 0.4 eV would give
\begin{equation}
0.1-\frac{0.3}{4^{5/4}-1}=0.036\ \text{eV}
\end{equation}
above the true barrier, and the lower actual exponent reduces the shift.

The derivations above rest on conserved parallel momentum. A rough interface or scattering in the film redistributes the directions, and the cone then no longer decides alone which electrons cross. Mirror reflections between flat, parallel faces conserve $E_t$ and leave the cone unchanged, but they give electrons further attempts. This raises the photoyield, since electrons that started away from the interface can now reach it. The BEEM fraction rises only if transmission is partial: with classical escape, an electron turned back once is turned back every time. The numbers used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Fermi energy E_F = 5.50 eV
barrier phi = 0.80 eV;  B = E_F + phi = 6.30 eV
mass ratio mu = 0.40
photon energy = tip bias energy = 1.00 eV
excess u = 0.20 eV
largest escape angle, mu = 0.4: 6.37 degrees
largest escape angle, mu = 1: 10.10 degrees
Photoyield per excited electron (dimensionless):
  mu = 1, closed form: 7.8130e-04
  mu = 1, square law: 7.9365e-04
  mu = 0.4, full cone integral: 3.1154e-04
  mu = 0.4, direct count: 3.1154e-04
  mu = 0.4, square law: 3.1746e-04
  mu = 0.4, abrupt-step transmission: 1.3523e-04
  mu = 0.4, leading 5/2 law: 1.9079e-04
temperature = 300 K;  kT = 0.02585 eV
thermal yield at photon energy = phi, mu = 0.4: 1.091e-05
Barrier from Fowler line through 0.9 and 1.2 eV, mu = 0.4:
  classical transmission: 0.7981 eV
  abrupt-step transmission: 0.8254 eV
BEEM gap = 1.0 nm;  gap barrier = 4.0 eV
kappa = 10.246 1/nm;  eps0 = 0.3904 eV;  u/eps0 = 0.512
BEEM collected fraction (dimensionless), mu = 0.4:
  square law: 0.0569
  closed form, linearized exponent: 0.0450
  quadrature, full tunnelling exponent: 0.0405
  same with abrupt-step transmission: 0.0181
Local exponent of current, constant tunnelling factor, mu = 0.4:
  abrupt step, u = 0.001 eV: 2.488
  abrupt step, u = 0.010 eV: 2.462
  abrupt step, u = 0.200 eV: 2.353
  graded step, u = 0.200 eV: 2.254
grading length = 0.10 nm (edge = B/(1+exp(-x/length)))
transmission at w = 0.1 eV, abrupt: 0.551
transmission at w = 0.1 eV, graded: 0.787
\end{verbatim}
